Three forms of the hydrogenic 1s–2p dipole under scaled exponents

**The problem**

An electron moves around a fixed point nucleus of charge Z, without relativity or spin. In atomic units the Hamiltonian is

H = −½∇² + V,  V = −Z/r.

All functions below are real and normalised, and 2p means the component with m = 0, which points along z. Brackets without labels are matrix elements between these two states, with 2p on the left: ⟨A⟩ = ⟨2p|A|1s⟩. With ω = E(2p) − E(1s), three expressions for the dipole matrix element are

D_L = ⟨z⟩  (length)

D_V = −⟨∂_z⟩/ω  (velocity)

D_A = Z⟨z/r³⟩/ω²  (acceleration)

The names come from the operators. The velocity of the electron is p_z = −i∂_z in these units, and its acceleration is the force −∂V/∂z = −Zz/r³.

(a) Show that the three expressions agree for the exact 1s and 2p functions, first by operator algebra and then by doing the integrals.

(b) Multiply both orbital exponents by s = 1 + ε, with s > 0, and renormalise. Keep the true Z and the true ω in the formulas. Find the relative error of each form.

(c) For hydrogen, evaluate the errors at ε = +0.05 and ε = −0.05, and find what they do to the oscillator strength.

**Hints**

1. Let the commutator of z with H act on an arbitrary function F. Most terms cancel. Then do the same with ∂_z in place of z.

2. To turn a commutator into an energy difference, H must act to the left on 2p. Ask whether this is allowed when the function on the right is ∂_z of 1s, which is not smooth at the nucleus.

3. After the angular integration, every integral in (a) has the form

∫₀^∞ rⁿ e^(−kr) dr = n!/kⁿ⁺¹.

4. For (b) no integral has to be done again. Write the scaled function as the old function of a stretched coordinate and change the variable of integration.

**Solution of (a): operator algebra**

The potential commutes with z, so only the kinetic energy contributes to the first commutator. The product rule gives ∇²(zF) = z∇²F + 2∂_zF, and therefore

[z,H]F = −½z∇²F + ½∇²(zF)
= −½z∇²F + ½z∇²F + ∂_zF
= ∂_zF.

For the second commutator the kinetic energy drops out, because derivatives commute with each other:

[∂_z,H]F = ∂_z(VF) − V∂_zF = (∂_zV)F.

Since ∂_z(1/r) = −z/r³, the derivative of V = −Z/r is +Zz/r³. The two identities are

[z,H] = ∂_z,  [∂_z,H] = Zz/r³.

Now take matrix elements. In the first term of each commutator H acts on 1s and gives E(1s). In the second it acts to the left on 2p and gives E(2p). Hence

⟨∂_z⟩ = [E(1s) − E(2p)]⟨z⟩ = −ω⟨z⟩,

Z⟨z/r³⟩ = [E(1s) − E(2p)]⟨∂_z⟩ = −ω⟨∂_z⟩ = ω²⟨z⟩.

Dividing the first line by −ω and the second by ω² gives D_V = D_L and D_A = D_L.

The action of H to the left needs a check in the second line. The function g = ∂_z(1s) is proportional to (z/r)e^(−Zr). It is bounded at the nucleus, but its value there depends on the direction of approach. Cut out a small sphere around the nucleus and apply Green's theorem outside it. The difference between H acting to the right and to the left is then a surface term, proportional to r²(χg′ − gχ′), where χ and g now stand for the radial parts, χ = r e^(−Zr/2) and g = e^(−Zr) up to constants. Their derivatives are

χ′ = (1 − Zr/2)e^(−Zr/2),  g′ = −Z e^(−Zr),

so that

r²(χg′ − gχ′) = r²[−Zr − 1 + Zr/2]e^(−3Zr/2)
= −r²(1 + Zr/2)e^(−3Zr/2).

This vanishes both for r → 0 and for r → ∞, so the step is allowed. For the length-to-velocity relation the function on the right is z times 1s, which itself vanishes at the nucleus, and the surface term goes to zero there even faster.

Two properties were used: both functions are eigenfunctions of H, and it is the same H whose potential supplies the force. Part (b) gives up the first.

**Solution of (a): direct integration**

It costs nothing to keep the exponents general, and the result will be needed again. Let

φ = √(a³/π) e^(−ar),  χ = √(b⁵/π) z e^(−br).

The first is normalised because (a³/π)·4π·2/(2a)³ = 1. For the second, the angular integral of cos²θ is 4π/3, and (b⁵/π)(4π/3)·24/(2b)⁵ = 1. Define

N = √(a³b⁵),  k = a + b.

In the length form the integrand contains z² = r²cos²θ and the volume element supplies another r²:

⟨z⟩ = (N/π)(4π/3)∫₀^∞ r⁴e^(−kr) dr = (4N/3)(24/k⁵) = 32N/k⁵.

In the velocity form ∂_zφ = −a(z/r)φ, so one power of r is lost and a factor −a appears:

⟨∂_z⟩ = −a(4N/3)∫₀^∞ r³e^(−kr) dr = −a(4N/3)(6/k⁴) = −8aN/k⁴.

In the acceleration form three powers of r are lost relative to the length form:

⟨z/r³⟩ = (4N/3)∫₀^∞ r e^(−kr) dr = 4N/(3k²).

The exact functions have a = Z and b = Z/2. Then N = √(Z⁸/32) = Z⁴/(4√2) and k = 3Z/2, which gives

⟨z⟩ = 32 · Z⁴/(4√2) · 32/(243Z⁵) = 128√2/(243Z),

⟨∂_z⟩ = −8Z · Z⁴/(4√2) · 16/(81Z⁴) = −16√2 Z/81,

⟨z/r³⟩ = (4/3) · Z⁴/(4√2) · 4/(9Z²) = 2√2 Z²/27.

The energies are E_n = −Z²/(2n²), so

ω = −Z²/8 + Z²/2 = 3Z²/8.

Inserting this in the definitions,

D_V = (16√2 Z/81) · 8/(3Z²) = 128√2/(243Z),

D_A = Z · (2√2 Z²/27) · 64/(9Z⁴) = 128√2/(243Z).

All three equal the length value, as the operator argument requires. This common value is called D from here on.

The three integrals reach it from different parts of space. With the derivative acting on 1s, their radial integrands are proportional to r⁴, r³ and r, each times e^(−kr). Since the mean of r with weight rⁿe^(−kr) is (n + 1)/k, the mean radii are 5/k, 4/k and 2/k. For hydrogen, k = 1.5 per bohr, and these are 3.33, 2.67 and 1.33 bohr. The acceleration form therefore draws on the functions much closer to the nucleus than the length form does.

**Solution of (b)**

Multiplying the exponent of either orbital by s and renormalising gives

ψ_s(r) = s^(3/2) ψ(sr),

where r in the argument stands for the position vector. For 1s this is immediate. For 2p the prefactor √(b⁵) becomes s^(5/2)√(b⁵), of which s^(3/2) is the general normalisation factor and the remaining s turns z into sz.

Change the variable to u = sr. The two factors s^(3/2) cancel against d³r = s⁻³d³u, and only the operator keeps a power of s:

z = s⁻¹u_z,  ∂/∂z = s ∂/∂u_z,  z/r³ = s²u_z/u³.

With ω and Z held at their true values, the three forms become

D_L = D/s,  D_V = sD,  D_A = s²D.

The relative errors, each measured against the exact D, are

length: 1/(1 + ε) − 1 = −ε/(1 + ε) = −ε + ε² − …

velocity: (1 + ε) − 1 = ε

acceleration: (1 + ε)² − 1 = 2ε + ε².

To first order they are −ε, +ε and +2ε. A positive ε contracts both orbitals. Distances shrink, gradients steepen, and the electron feels a stronger force from the nucleus, which explains the signs. The sizes follow from the dimension of each operator in powers of length: +1, −1 and −2. The mean radii found above give the same numbers. Since N scales as s⁴, the scaling multiplies N e^(−kr) by 1 + (4 − kr)ε to first order, raising the integrand near the nucleus and lowering it far out. The relative change of each integral is therefore ε times 4 minus k times its mean radius: 4 − 5 = −1 for length, 4 − 2 = +2 for acceleration, and 4 − 4 = 0 for velocity, to which the factor a from the derivative adds +1.

The order of the results is fixed by the sign of ε. For s > 1 one has D_L < D < D_V < D_A, and for s < 1 the whole chain is reversed. In both cases the exact value lies between the length and velocity results. In the limit of very diffuse orbitals, s → 0, the length form grows without bound while the other two vanish. The first-order errors of the length and acceleration forms are useful only for small |ε|, whereas the velocity error is exactly ε for every s > 0.

**Solution of (c)**

For hydrogen, Z = 1 and ω = 0.375 hartree (10.20 eV). The exact matrix elements are

⟨z⟩ = 0.744936 bohr,

⟨∂_z⟩ = −0.279351 per bohr,

⟨z/r³⟩ = 0.104757 per bohr².

The velocity form gives 0.279351/0.375 = 0.74494 bohr and the acceleration form 0.104757/0.140625 = 0.74494 bohr, in agreement with the length form. Multiplied by the elementary charge, this is 6.316 × 10⁻³⁰ C m.

For ε = +0.05 the exponents are 1.05 and 0.525 per bohr, and

D_L = 0.744936/1.05 = 0.7095 bohr, error −4.76 %

D_V = 0.744936 × 1.05 = 0.7822 bohr, error +5.00 %

D_A = 0.744936 × 1.1025 = 0.8213 bohr, error +10.25 %.

For ε = −0.05 they are 0.95 and 0.475 per bohr, and

D_L = 0.7841 bohr, error +5.26 %

D_V = 0.7077 bohr, error −5.00 %

D_A = 0.6723 bohr, error −9.75 %.

The errors for the two signs of ε are not mirror images in the length and acceleration forms. The cause is the ε² term, which adds +0.25 % for either sign of ε in both forms, so the magnitudes for the two signs differ by 0.50 percentage points, apart from higher orders in the length form.

The oscillator strength from 1s to the whole 2p level is

f = (2/3)ω Σ |⟨2p|r|1s⟩|²,

where r is the position vector and the sum runs over the three real 2p functions. Each of them contributes D² through its own Cartesian component, so the sum is 3D² and

f = 2ωD² = 2 × 0.375 × 0.744936² = 0.4162.

All these numbers refer to the fixed nucleus of the model. In the real atom the finite proton mass lowers ω by about 0.05 %, to 0.374796 hartree, and raises D and f by the same fraction, to 0.745341 bohr (6.319 × 10⁻³⁰ C m) and 0.4164.

With the exact ω, the scaled functions multiply this by s⁻², s² and s⁴. At ε = +0.05 the three values are 0.3775, 0.4589 and 0.5059. The relative errors are about twice those of the dipoles, as expected for a square.

One can also use one factor of each kind, length and velocity:

f_LV = 2ωD_L D_V = 2|⟨z⟩⟨∂_z⟩|.

The frequency has cancelled, and so has s, since ⟨z⟩ carries s⁻¹ and ⟨∂_z⟩ carries s. The mixed value stays at 0.4162 for both signs of ε. Common scaling keeps the mixed value constant, and the constant is the exact one only because the functions that were scaled are exact. The perfect result is therefore not evidence that the scaled functions are good. The second variation shows how it is lost.

**Variation 1: a different choice of ω**

*Suppose the exact energies are unknown and ω is computed as the difference of ⟨H⟩ in the two scaled functions. How do the errors change?*

Under the scaling the kinetic energy is multiplied by s² and the potential energy by s. For the exact state of energy E, the virial theorem gives the kinetic part as −E and the potential part as 2E. Therefore

⟨H⟩_s = −s²E + 2sE = E(2s − s²) = E(1 − ε²),

where the last step uses 2(1 + ε) − (1 + 2ε + ε²) = 1 − ε². Both levels are multiplied by the same factor, so

ω_s = ω(1 − ε²).

The length form contains no ω and is unchanged. For |ε| < 1 the other two become

D_V = (1 + ε)D/[(1 + ε)(1 − ε)] = D/(1 − ε),

D_A = (1 + ε)²D/[(1 + ε)²(1 − ε)²] = D/(1 − ε)².

To first order the errors are still +ε and +2ε, because the energy is stationary at the exact functions and its own error is of second order. At ε = +0.05 the transition energy is 0.37406 instead of 0.375 hartree, wrong by 0.25 %, while the dipoles are wrong by −4.76 %, +5.26 % and +10.80 %. A good energy is thus no guarantee of an equally good dipole.

There is a third choice, in which the disagreement disappears altogether. The scaled functions are exact eigenfunctions for a nucleus of charge sZ, whose transition energy is s²ω. If these values are put into the formulas,

D_V = sD/s² = D/s,

D_A = (sZ)(s²⟨z/r³⟩)/(s⁴ω²) = D/s,

where ⟨z/r³⟩ is the unscaled matrix element. All three forms now give 0.7095 bohr at ε = +0.05. They agree with each other and are all 4.76 % below the value for the true nucleus. The agreement arises because the functions, the energies and the force here belong to one Hamiltonian. It doesn't show that this is the Hamiltonian of the atom in question.

**Variation 2: separate errors in the two exponents**

*Let a = Z(1 + α) and b = (Z/2)(1 + β), with small independent α and β, and keep the exact Z and ω. Which form is most sensitive to which orbital?*

Take logarithms of the general integrals in part (a). The normalisation factor N contributes 3/2 for a relative change of a and 5/2 for one of b. The relative change of k = a + b is (a/k)α + (b/k)β = (2/3)α + (1/3)β. Collecting the powers,

length: (3/2 − 10/3)α + (5/2 − 5/3)β = −(11/6)α + (5/6)β

velocity: (1 + 3/2 − 8/3)α + (5/2 − 4/3)β = −(1/6)α + (7/6)β

acceleration: (3/2 − 4/3)α + (5/2 − 2/3)β = (1/6)α + (11/6)β.

The extra 1 in the velocity line comes from the factor a produced by the derivative. Setting α = β = ε returns −ε, ε and 2ε.

The ranking now depends on which orbital is at fault. If only 1s is wrong, the length form is the most sensitive, by a factor of 11 over either of the others to first order in α (between 9.5 and 13 at |α| = 0.05). If only 2p is wrong, it is the least sensitive and the acceleration form the most. No ranking of the three forms holds for all errors, even in this two-parameter family.

The mixed oscillator strength changes by the sum of the length and velocity lines, −2α + 2β. For small errors it is therefore protected when the two relative errors are equal, and not otherwise.

Two forms can also agree on a wrong value while Z and ω are exact. Equating D_L and D_V in the general integrals gives

32N/k⁵ = 8aN/(ωk⁴),  so  a(a + b) = 4ω = 3Z²/2.

This is a whole curve of exponents, on which the exact pair is one point. Near that point the curve is β = −5α, and both forms then err by the same −6α. The acceleration form exposes the fault, since its error along the curve is (1/6 − 55/6)α = −9α.

The values quoted for hydrogen, and the sensitivities to each exponent, are listed in the numerical output below.

Table of computed values

```
Hydrogen, Z = 1, exact functions
omega = 0.375000 hartree = 10.2043 eV
omega from radial grid = 0.374997 hartree
<2p|z|1s> = 0.744936 bohr
<2p|d/dz|1s> = -0.279351 1/bohr
<2p|z/r^3|1s> = 0.104757 1/bohr^2
D, length form = 0.744936 bohr
D, velocity form = 0.744936 bohr
D, acceleration form = 0.744936 bohr
e*D = 6.3158e-30 C m
oscillator strength 1s-2p = 0.416197 (no unit)
Scaled exponents, eps = +0.05: 1s 1.050, 2p 0.525 1/bohr
  <H>: 1s -0.498750, 2p -0.124687, omega_s 0.374063 hartree
  length, exact omega: D = 0.709462 bohr, error -4.762 %
  length, omega_s: D = 0.709462 bohr, error -4.762 %
  velocity, exact omega: D = 0.782182 bohr, error +5.000 %
  velocity, omega_s: D = 0.784143 bohr, error +5.263 %
  acceleration, exact omega: D = 0.821291 bohr, error +10.250 %
  acceleration, omega_s: D = 0.825413 bohr, error +10.803 %
  f (exact omega) length, velocity, acceleration = 0.377503, 0.458857, 0.505890
  f mixed length-velocity = 0.416197
  D with charge s and s^2 omega, three forms = 0.709462, 0.709462, 0.709462 bohr
Scaled exponents, eps = -0.05: 1s 0.950, 2p 0.475 1/bohr
  <H>: 1s -0.498750, 2p -0.124687, omega_s 0.374063 hartree
  length, exact omega: D = 0.784143 bohr, error +5.263 %
  length, omega_s: D = 0.784143 bohr, error +5.263 %
  velocity, exact omega: D = 0.707689 bohr, error -5.000 %
  velocity, omega_s: D = 0.709462 bohr, error -4.762 %
  acceleration, exact omega: D = 0.672304 bohr, error -9.750 %
  acceleration, omega_s: D = 0.675678 bohr, error -9.297 %
  f (exact omega) length, velocity, acceleration = 0.461160, 0.375618, 0.338995
  f mixed length-velocity = 0.416197
  D with charge s and s^2 omega, three forms = 0.784143, 0.784143, 0.784143 bohr
Log sensitivities to 1s exponent, 2p exponent, and sum (no unit)
  length: -1.8333, +0.8333, -1.0000
  velocity: -0.1667, +1.1667, +1.0000
  acceleration: +0.1667, +1.8333, +2.0000
Mean radius of integrand: length 3.3333, velocity 2.6667, acceleration 1.3333 bohr
```
